# Nitrogen profile and equivalent oxide thickness in oxynitride films

**Q.** I have a silicon oxynitride gate film of given thickness and a given nitrogen dose. Capacitance is measured across the whole film. Why should it matter where the nitrogen sits?

**A.** Because the film acts as a stack of thin capacitors in series, and these do not average their permittivities. Let $x$ run from the gate at $0$ to the silicon at $t$, and let $\varepsilon(x)>0$ be the relative permittivity. I assume a planar film without free charge and with a local permittivity that does not depend on the field. Gauss's law then makes the displacement $D$ the same at every depth. The local field is $D/(\varepsilon_0\varepsilon)$, so the voltage is

$$V=\int_0^t\frac{D}{\varepsilon_0\varepsilon(x)}\,dx=\frac{D}{\varepsilon_0}\int_0^t\frac{dx}{\varepsilon(x)} .$$

The charge per area on the electrode is $D$, hence

$$\frac{C}{A}=\frac{D}{V}=\frac{\varepsilon_0}{\int_0^t dx/\varepsilon}.$$

The equivalent oxide thickness, EOT, is the thickness of pure oxide with the same capacitance. Setting $\varepsilon_0\varepsilon_{\rm ox}/\mathrm{EOT}$ equal to $C/A$ gives

$$\mathrm{EOT}=\varepsilon_{\rm ox}\int_0^t\frac{dx}{\varepsilon(x)}=\varepsilon_{\rm ox}\,t\left\langle\frac1\varepsilon\right\rangle ,$$

where $\langle\cdot\rangle$ is the average over depth. The profile matters through the average of the reciprocal.

**Q.** You have not said how nitrogen enters $\varepsilon$. "Nitrogen content" can mean several things.

**A.** Here it means atoms per volume, $n(x)$. Dividing by the nitrogen density $n_{\rm nit}$ of Si$_3$N$_4$ gives the nitride volume fraction $v=n/n_{\rm nit}$, with $0\le v\le1$. The assumed law is

$$\varepsilon(v)=\varepsilon_{\rm ox}+(\varepsilon_{\rm nit}-\varepsilon_{\rm ox})\,v .$$

The dose per area is $N=\int_0^t n\,dx$. Fixing $N$ and $t$ fixes the mean fraction

$$f=\langle v\rangle=\frac{N}{n_{\rm nit}t}.$$

Averaging the linear law then fixes the mean permittivity as well:

$$m=\langle\varepsilon\rangle=\varepsilon_{\rm ox}+(\varepsilon_{\rm nit}-\varepsilon_{\rm ox})f .$$

Moving nitrogen about changes $\langle1/\varepsilon\rangle$ but not $m$.

**Q.** Then which profile makes $\langle1/\varepsilon\rangle$ smallest? I would pile the nitrogen up and get one region of very high permittivity.

**A.** That loses more in the region left poor in nitrogen than it gains in the rich one. The second derivative of $1/\varepsilon$ with respect to $\varepsilon$ is $2/\varepsilon^3>0$, so the reciprocal is convex and its graph lies above each of its tangents. To see by how much, put $\delta=\varepsilon-m$. Direct subtraction gives

$$\frac1\varepsilon=\frac1m-\frac{\delta}{m\varepsilon}.$$

Now insert this expression for $1/\varepsilon$ into its own last term:

$$\frac1\varepsilon=\frac1m-\frac{\delta}{m}\left(\frac1m-\frac{\delta}{m\varepsilon}\right)=\frac1m-\frac{\delta}{m^2}+\frac{\delta^2}{m^2\varepsilon}.$$

No term has been dropped. The first two terms are the tangent at $m$, and the third is the height of the curve above it. Averaging removes the linear term because $\langle\delta\rangle=0$. A uniform film has $\mathrm{EOT}_{\rm u}=\varepsilon_{\rm ox}t/m$, so

$$\mathrm{EOT}-\mathrm{EOT}_{\rm u}=\frac{\varepsilon_{\rm ox}t}{m^2}\left\langle\frac{\delta^2}{\varepsilon}\right\rangle\ge0 .$$

The uniform profile therefore has the least EOT.

**Q.** Could another profile tie with it? And did you use the fact that permittivity rises with nitrogen?

**A.** The integrand is non-negative, so its average vanishes only if $\delta=0$ at almost every depth. If the slope of $\varepsilon(v)$ is not zero, this means $v=f$ almost everywhere, and the minimiser is unique in that sense. The sign of the slope was not used. With a falling law the uniform film is still the best arrangement of a given dose, although adding nitrogen would then raise the EOT.

A numerical minimisation over 20 equal cells, started from random fractions and constrained only by the dose and by $0\le v\le1$, ended with every cell within $1.3\times10^{-7}$ of $f$.

**Q.** An inequality does not tell me whether to care. How large is the penalty?

**A.** Replacing $1/\varepsilon$ in the last average by its smallest and largest values in the film brackets it:

$$\frac{\varepsilon_{\rm ox}t\langle\delta^2\rangle}{m^2\varepsilon_{\max}}\le\mathrm{EOT}-\mathrm{EOT}_{\rm u}\le\frac{\varepsilon_{\rm ox}t\langle\delta^2\rangle}{m^2\varepsilon_{\min}} .$$

For small variations $\varepsilon\approx m$ in the denominator, and to leading order

$$\frac{\mathrm{EOT}-\mathrm{EOT}_{\rm u}}{\mathrm{EOT}_{\rm u}}\approx\frac{\langle\delta^2\rangle}{m^2}.$$

The relative penalty is the square of the relative spread in permittivity. A mild gradient costs little.

**Q.** And the worst I can do?

**A.** Use the chord instead of the tangent. Write $a=\varepsilon_{\rm ox}$ and $b=\varepsilon_{\rm nit}>a$. For $a\le\varepsilon\le b$,

$$\frac{a+b-\varepsilon}{ab}-\frac1\varepsilon=\frac{(\varepsilon-a)(b-\varepsilon)}{ab\,\varepsilon}\ge0 .$$

Average this, and use $a+b-m=b(1-f)+af$:

$$\left\langle\frac1\varepsilon\right\rangle\le\frac{1-f}{a}+\frac fb,\qquad \mathrm{EOT}\le t\left(1-f+f\,\frac{\varepsilon_{\rm ox}}{\varepsilon_{\rm nit}}\right).$$

Equality needs $\varepsilon=a$ or $\varepsilon=b$ at almost every depth, which is complete separation into oxide and nitride. The order of the layers does not enter. Subtracting $\mathrm{EOT}_{\rm u}=at/m$ gives the largest penalty:

$$at\left[\frac{a+b-m}{ab}-\frac1m\right]=\frac{t\,(m-a)(b-m)}{b\,m}=\frac{t\,(b-a)^2f(1-f)}{b\,m}.$$

The last step uses $m-a=(b-a)f$ and $b-m=(b-a)(1-f)$. The penalty vanishes at $f=0$ and $f=1$, where there is nothing to rearrange.

**Q.** Put in numbers for a gate film.

**A.** Take $t=2.0$ nm and $N=3.0\times10^{15}$ cm$^{-2}$, with rough permittivities 3.9 for oxide and 7.5 for nitride. A rough nitride mass density of 3.1 g/cm$^3$ gives $n_{\rm nit}=5.323\times10^{22}$ cm$^{-3}$. Then

$$f=\frac{3.0\times10^{15}}{5.323\times10^{22}\times2.0\times10^{-7}}=0.2818,\qquad m=3.9+3.6\times0.2818=4.914,$$

$$\mathrm{EOT}_{\rm u}=\frac{3.9\times2.0}{4.914}=1.587\ \text{nm}.$$

The capacitance is 2.18 µF/cm$^2$. Complete separation gives 1.436 nm of oxide and 0.564 nm of nitride, so

$$\mathrm{EOT}=1.436+0.564\times\frac{3.9}{7.5}=1.729\ \text{nm},$$

which is 0.142 nm, or 9.0 %, above the uniform film.

**Q.** Nobody separates the film completely. Plasma nitridation leaves a profile that falls away from the gate side.

**A.** Model it as $v=v_0e^{-x/\lambda}$ with $\lambda=1.0$ nm. The fixed dose requires $v_0\lambda(1-e^{-t/\lambda})=ft$, hence $v_0=0.652$, which is below 1 as it must be. With $c=(\varepsilon_{\rm nit}-\varepsilon_{\rm ox})v_0$ the integrand is

$$\frac{1}{\varepsilon_{\rm ox}+ce^{-x/\lambda}}=\frac1{\varepsilon_{\rm ox}}\left[1-\frac{ce^{-x/\lambda}}{\varepsilon_{\rm ox}+ce^{-x/\lambda}}\right].$$

The derivative of $\lambda\ln(\varepsilon_{\rm ox}+ce^{-x/\lambda})$ is minus the fraction in the bracket. The integral is therefore elementary, and

$$\mathrm{EOT}=t+\lambda\ln\frac{\varepsilon_{\rm ox}+ce^{-t/\lambda}}{\varepsilon_{\rm ox}+c}=2.0+\ln\frac{4.218}{6.246}=1.607\ \text{nm}.$$

The two numbers in the logarithm are the permittivities at the silicon and at the gate. Minimising the electrostatic field energy at fixed voltage, without assuming constant $D$, gives the same 1.607 nm.

The penalty is 0.020 nm, or 1.3 % of the uniform EOT. The variance $\langle\delta^2\rangle=0.322$ puts it between 0.017 and 0.025 nm, and the small-variation formula estimates 0.021 nm.

**Q.** What if the profile is much flatter than that?

**A.** For $\lambda\gg t$, expand the exponential to first order and keep the dose fixed: $v\approx f[1+(t/2-x)/\lambda]$. Then $\delta\approx(m-\varepsilon_{\rm ox})(t/2-x)/\lambda$. Since $\langle(t/2-x)^2\rangle=t^2/12$,

$$\mathrm{EOT}-\mathrm{EOT}_{\rm u}\approx\mathrm{EOT}_{\rm u}\left(\frac{m-\varepsilon_{\rm ox}}{m}\right)^2\frac{t^2}{12\lambda^2}.$$

The penalty falls as $1/\lambda^2$, so doubling an already long decay length quarters it.

**Q.** Everything rests on a linear law. Suppose permittivity rises with nitrogen, but along a curve.

**A.** Then the property to examine is the convexity of $1/\varepsilon$ as a function of $v$. If $g(v)=1/\varepsilon(v)$ is convex, its tangent at $f$ gives $g(v)\ge g(f)+g'(f)(v-f)$. The last term averages to zero, so the uniform profile is again a minimiser. For a smooth law, $g'=-\varepsilon'/\varepsilon^2$ and

$$g''=\frac{2\varepsilon'^2-\varepsilon\varepsilon''}{\varepsilon^3}.$$

No profile beats the uniform film if $2\varepsilon'^2\ge\varepsilon\varepsilon''$ over the whole range of $v$. A rise that curves upward too strongly breaks this.

Clausius–Mossotti mixing makes $p=(\varepsilon-1)/(\varepsilon+2)$ linear in $v$. Solving for the reciprocal,

$$\frac1\varepsilon=\frac{1-p}{1+2p}=-\frac12+\frac{3}{2(1+2p)},$$

which is convex for $p>0$. The theorem survives, but the graded film's penalty drops to 0.005 nm. If instead $\varepsilon$ is linear in the atomic fraction of nitrogen, with rough densities of 2.2 and 3.1 g/cm$^3$ for oxide and nitride, $1/\varepsilon$ has positive second differences on a grid of 201 values of $v$, and the penalty is 0.032 nm. Each penalty is measured from the uniform film under the same law. The sign is thus more secure than the size, which varies by a factor of about seven among these three laws.

**Q.** Show me a rising law for which you are wrong.

**A.** Take the hypothetical law

$$\frac1\varepsilon=\frac1{\varepsilon_{\rm ox}}-\left(\frac1{\varepsilon_{\rm ox}}-\frac1{\varepsilon_{\rm nit}}\right)v^2 .$$

Here $\varepsilon$ rises throughout, but $1/\varepsilon$ is concave. The uniform film now has an EOT of 1.924 nm. The separated film keeps its 1.729 nm, because it contains only the two end materials, and it wins. Between the two cases lies the law with $1/\varepsilon$ linear in $v$, for which $\langle1/\varepsilon\rangle$ depends on the dose alone and the profile has no effect.

**Q.** You also froze the thickness. Nitridation can make a film grow.

**A.** That assumption is delicate. For a uniform film at fixed dose, $m=\varepsilon_{\rm ox}+B/t$ with $B$ constant, so $dm/dt=-(m-\varepsilon_{\rm ox})/t$. Differentiating $\ln\mathrm{EOT}_{\rm u}=\ln\varepsilon_{\rm ox}+\ln t-\ln m$ gives

$$\frac{d\,\mathrm{EOT}_{\rm u}}{dt}=\frac{\mathrm{EOT}_{\rm u}}{t}\left(2-\frac{\varepsilon_{\rm ox}}{m}\right)=\frac{1.587}{2.0}\,(2-0.794)=0.96 .$$

Thickening enlarges the gap and also dilutes the nitrogen. If making the film uniform added just 0.021 nm of thickness, the whole advantage over the graded film would be gone.

**Q.** A transistor also has silicon on one side and perhaps polysilicon on the other. Do they not swamp 0.02 nm?

**A.** They are larger, but at fixed charge they add the same amount to each film. With 1 V across the uniform dielectric the charge is 2.18 µC/cm$^2$, or $1.36\times10^{13}$ electrons/cm$^2$.

In the silicon I use a triangular well. Without depletion charge, the field falls from $D/(\varepsilon_0\varepsilon_{\rm Si})$ at the interface to zero behind the electrons. Its charge-weighted mean is half the interface value, 1.05 MV/cm. In a linear potential of force $F$ the virial theorem gives a kinetic energy $F\langle z\rangle/2$, so a level $E$ has mean depth $\langle z\rangle=2E/(3F)$. Filling both valley ladders at 300 K, with effective masses normal to the interface of 0.916 and 0.19 free-electron masses, gives a mean depth of 1.28 nm. Multiplying by $3.9/11.7$ turns this into about 0.43 nm of oxide.

A polysilicon gate doped at a rough $10^{20}$ cm$^{-3}$ must be depleted over $1.36\times10^{13}/10^{20}$ cm $=1.36$ nm, which adds about 0.45 nm to a small-signal measurement, because extra charge appears at the far edge of the depleted layer. Neither figure is self-consistent. For the silicon, a self-consistent well at the same total charge gives a mean depth worth 0.54 nm of oxide if $1\times10^{12}$ cm$^{-2}$ of that charge is in depletion, and 0.44 to 0.45 nm if $3\times10^{12}$ cm$^{-2}$ is. A small-signal measurement responds to the shift of the Fermi level with charge, not to the mean depth, and for the same two wells this gives 0.38 nm. With that value the total is about 2.42 nm, of which the graded film's 0.020 nm is 0.8 %. These wells treat the interface as a hard wall. Letting the electrons penetrate the film lowers the depths by 0.03 to 0.04 nm and the small-signal value to about 0.34 nm, which leaves the share at 0.8 %.

**Q.** What about leakage? A better EOT is no use if the film leaks more.

**A.** Take direct tunnelling in the WKB approximation, with one constant mass $m_{\rm t}$ and a barrier $\phi$ linear in $v$. At zero bias the exponent is

$$S=\frac{2\sqrt{2m_{\rm t}}}{\hbar}\,t\,\langle\sqrt\phi\rangle\le\frac{2\sqrt{2m_{\rm t}}}{\hbar}\,t\,\sqrt{\langle\phi\rangle},$$

because the square root is concave. The dose fixes $\langle\phi\rangle$, so the uniform film has the largest exponent and the least transmission.

Bias tilts the barrier by an amount that depends on the profile, and this argument no longer settles the order. For electrons leaving the silicon at 1 V, I computed $S$ with rough barriers of 3.1 eV for oxide and 2.1 eV for nitride and a mass of 0.4 electron masses. The result is 19.7 for the uniform film, 19.5 for the graded film and 19.2 for separated layers with nitride at the gate. The transmission, $e^{-S}$, is 1.2 and 1.6 times that of the uniform film in the last two cases. Reversing these two profiles, so that the nitrogen-rich side faces the silicon, gives 0.85 and 0.79 times instead. These ratios are at equal voltage and omit the WKB prefactor. At equal charge the reversed profiles give 0.87 and 0.94, and the full transmission for electrons 0.18 eV above the band edge gives 0.87 and 0.86, so the order is firmer than the size. Under bias the uniform film is therefore not always the least leaky arrangement. Pure oxide with the uniform film's EOT has $S=16.6$, so the uniform oxynitride transmits about 4 % as much. This figure depends on the mass: it is 7 % for 0.3, 3 % for 0.5, and 11 % if the mass falls linearly from 0.5 in oxide to 0.3 in nitride. That benefit comes from the greater physical thickness at equal EOT, which outweighs the lower barrier. The shape of the profile matters much less: the graded film transmits about 5 % as much as the same oxide. These percentages are for electrons at the silicon band edge. For electrons 0.18 eV higher, at the lowest level of the triangular well, they become 5.3 % and 6.5 %.

**Q.** Does any film come near breakdown?

**A.** The local field is $D/(\varepsilon_0\varepsilon)=V\varepsilon_{\rm ox}/(\varepsilon\,\mathrm{EOT})$, largest where nitrogen is scarcest. At 1 V the peaks are 5.00, 5.75 and 5.78 MV/cm for the uniform, graded and separated films. All are below a rough breakdown field of 10 MV/cm, and the uniform film has the lowest peak.

**Q.** Then real gate films ought to be uniform.

**A.** Not on this argument alone. The thickness, dose and permittivities are in the rough regime of plasma-nitrided gate oxides, and the model's 1.6 nm EOT is reasonable for such a film. But a real process does not hold thickness strictly fixed, and the 0.021 nm found above shows how little growth it takes to cancel the gain. A film a few atomic layers thick also strains the idea of a local permittivity, so a difference of 0.02 nm is a difference within the model.

Nitrogen near the silicon can moreover add charge and reduce carrier mobility, which EOT does not record. The uniform film has $1.5\times10^{22}$ cm$^{-3}$ of nitrogen at that interface and the graded film $4.7\times10^{21}$ cm$^{-3}$, about a third as much. A designer may reasonably pay 0.02 nm for that reduction. The uniform profile is the right target when thickness and dose are truly fixed, $1/\varepsilon$ is convex in nitrogen density, and EOT is the quantity to be minimised. The numerical output lists the values for all three films.

## Numbers as computed

```
Film thickness: 2.0 nm; nitrogen dose: 3.00e+15 cm^-2
Permittivity oxide, nitride, silicon: 3.9, 7.5, 11.7
Mass density oxide, nitride (rough): 2.2, 3.1 g/cm^3
Nitrogen density of Si3N4: 5.323e+22 cm^-3
Mean nitride volume fraction f: 0.2818
Mean permittivity: 4.9144
Graded profile decay length: 1.0 nm
Graded profile v at gate, at silicon: 0.6518, 0.0882
Graded permittivity at gate, at silicon: 6.2464, 4.2176
EOT uniform: 1.5872 nm
EOT graded, quadrature: 1.6072 nm
EOT graded, closed form: 1.6072 nm
EOT graded, minimum field energy: 1.6072 nm
EOT separated layers (maximum): 1.7295 nm
Nitride, oxide layer thickness: 0.5636, 1.4364 nm
Capacitance of uniform film: 2.176 uF/cm^2
Penalty graded: 0.02009 nm = 1.27 %
Penalty layers: 0.14232 nm = 8.97 %
Variance of graded permittivity: 0.3221
Graded penalty lower, upper bound: 0.01666, 0.02467 nm
Graded penalty, small-variation estimate: 0.02117 nm
Numerical minimiser, largest deviation from f: 1.3e-07
Graded penalty, Clausius-Mossotti law: 0.00464 nm
Graded penalty, atomic-fraction law: 0.03192 nm
Concave reciprocal law, uniform EOT: 1.9238 nm
Voltage across dielectric: 1.0 V; temperature: 300 K
Charge: 2.176 uC/cm^2; electrons: 1.358e+13 cm^-2
Silicon masses long., transv.: 0.916, 0.19 electron masses
Mean field in inversion layer: 1.050 MV/cm
Lowest level of each ladder: 0.1803, 0.3046 eV
Fermi level, kT: 0.2494, 0.0259 eV
Inversion centroid: 1.282 nm; as EOT: 0.427 nm
Polysilicon doping (rough): 1.0e+20 cm^-3
Polysilicon depletion: 1.358 nm; as EOT: 0.453 nm
Barrier oxide, nitride (rough): 3.1, 2.1 eV
Tunnelling mass (rough): 0.4 electron masses
WKB exponent uniform, 0 V and 1 V: 21.758, 19.695
WKB exponent graded, 0 V and 1 V: 21.749, 19.505
WKB exponent layered, 0 V and 1 V: 21.682, 19.211
WKB exponent, pure oxide of equal EOT, 1 V: 16.559
Transmission graded/uniform, 1 V: 1.209
Transmission layered/uniform, 1 V: 1.622
Transmission uniform/pure oxide, 1 V: 0.0435
Peak field uniform, graded, layered: 5.00, 5.75, 5.78 MV/cm
Breakdown field (rough): 10 MV/cm
Nitrogen at silicon, uniform, graded: 1.500e+22, 4.696e+21 cm^-3
```
